# The Circular Trough and Sign Change of a Jahn-Teller Hole

**Q.** Photoionization takes one electron out of a molecule. If it came from a degenerate orbital pair, why should the nuclei care which member lost it?

**A.** Before ionization the pair holds four electrons. A distortion that lowers one orbital and raises the other by the same amount leaves their total energy unchanged to first order. With three electrons this balance is lost.

Let \(Q_x,Q_y\) be a degenerate pair of vibrational coordinates that splits the orbitals, with the neutral molecule at \(Q_x=Q_y=0\). In a fixed real orbital basis, the linear coupling is a real symmetric matrix. A common shift of both orbitals does not split them, so the matrix is taken traceless and is built from

\[
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\]

In the E-e problem these two matrices transform as a degenerate pair, like the coordinates. Symmetry then allows one coupling constant, and with matched axes the orbital matrix is

\[
h=-F(Q_x\sigma_z+Q_y\sigma_x),\qquad F>0 .
\]

Removing an electron removes its energy, so the matrix for the hole is \(-h\). With a harmonic restoring energy, the Hamiltonian of the ion is

\[
H=\frac{P_x^2+P_y^2}{2M}+\frac K2(Q_x^2+Q_y^2)+F(Q_x\sigma_z+Q_y\sigma_x),
\qquad K=M\omega^2 .
\]

Energies are measured from the ion at the undistorted geometry. Spin-orbit coupling, static strain and higher powers of \(Q\) in the coupling are left out for now.

**Q.** A matrix is not yet a potential. Where does the hole go?

**A.** Write \(Q_x=\rho\cos\varphi\), \(Q_y=\rho\sin\varphi\), and call the coupling matrix \(C\). Since \(\sigma_z^2=\sigma_x^2=1\) and \(\sigma_z\sigma_x+\sigma_x\sigma_z=0\),

\[
C^2=F^2\rho^2(\cos^2\varphi+\sin^2\varphi)=F^2\rho^2 .
\]

\(C\) is traceless, so its eigenvalues are \(\pm F\rho\), and the two potential surfaces are

\[
U_\pm(\rho)=\tfrac12K\rho^2\pm F\rho .
\]

On the lower one, \(dU_-/d\rho=K\rho-F\) vanishes at

\[
\rho_0=\frac FK,\qquad
U_-(\rho_0)=\frac{F^2}{2K}-\frac{F^2}{K}=-\frac{F^2}{2K}\equiv-E_{JT}.
\]

The second derivative along \(\rho\) is \(K>0\), and \(\varphi\) does not appear. The minimum is therefore a circle. The gap to the upper surface there is \(2F\rho_0=2F^2/K=4E_{JT}\).

The orbital count agrees. The orbital energies are \(\pm F\rho\), and three electrons give \(2(-F\rho)+F\rho=-F\rho\), while four give zero.

**Q.** You call this relaxation, but your Hamiltonian conserves energy.

**A.** It does, so the model supplies the destination and a bath must take up the energy. Suppose the bath acts as friction on the lower surface:

\[
M\ddot{\mathbf Q}=-\nabla U_- -M\gamma\dot{\mathbf Q}.
\]

Multiplying by \(\dot{\mathbf Q}\) gives

\[
\frac{d}{dt}\left(\tfrac12M\dot{\mathbf Q}^2+U_-\right)=-M\gamma\dot{\mathbf Q}^2\le0 .
\]

Away from the central point, rest requires zero force, hence \(\rho=\rho_0\). No force acts along \(\varphi\), so the final angle depends on the initial position and velocity.

This picture fails close to the centre, where the gap \(2F\rho\) is not large compared with \(\hbar\omega\) and both surfaces take part. Vertical ionization reaches that region only in part: with the numbers used below, about 9% of the neutral zero-point cloud has a gap under \(\hbar\omega\), and the median gap is \(2.7\hbar\omega\). The larger difficulty is that the hole starts in a fixed orbital, whose weight on the upper surface, averaged over \(\varphi\), is one half. The friction equation shows where the hole settles, not its first femtoseconds.

**Q.** Now the sign. If the trough is the same all the way round, how can the electronic state know that it has made a turn?

**A.** Its composition changes with \(\varphi\). Consider

\[
\psi_-=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix},\qquad
C=F\rho\begin{pmatrix}\cos\varphi&\sin\varphi\\ \sin\varphi&-\cos\varphi\end{pmatrix}.
\]

The components of \(C\psi_-/(F\rho)\) are

\[
-\cos\varphi\sin\tfrac\varphi2+\sin\varphi\cos\tfrac\varphi2=\sin\tfrac\varphi2,
\]
\[
-\sin\varphi\sin\tfrac\varphi2-\cos\varphi\cos\tfrac\varphi2=-\cos\tfrac\varphi2 .
\]

Thus \(C\psi_-=-F\rho\,\psi_-\), which is the lower state. The half angle gives

\[
\psi_-(\varphi+2\pi)=-\psi_-(\varphi).
\]

**Q.** I may multiply any eigenvector by \(-1\). Have you found anything more than a convention?

**A.** Take \(N\) equally spaced points on the circle, choose a real state at each, and multiply all overlaps between neighbours, including last with first. Every state occurs in two overlaps, so reversing its sign leaves the product unchanged.

With the continuous choice above, each ordinary overlap is \(\cos(\pi/N)\), positive for \(N>2\). The closing overlap compares \(\psi_-(2\pi-2\pi/N)\) with \(\psi_-(0)=-\psi_-(2\pi)\), so it is \(-\cos(\pi/N)\). The product is negative whatever signs were chosen.

The three-electron state agrees. Both orbitals change sign, but the doubly occupied one enters the determinant twice. The singly occupied one leaves a factor \(-1\). With four electrons both orbitals enter twice and the factor is \(+1\).

**Q.** That is still a two-by-two matrix. Does a molecule do it?

**A.** Benzene has such a pair as its highest filled orbitals. In a restricted Hartree-Fock calculation with the STO-3G basis, its CH units were moved radially by \(a\cos(2\theta-\alpha)\), where \(\theta\) is the position angle on the ring and \(a=0.0020\) nm. The angle \(\alpha\) went through a full turn in eight steps.

The smallest overlap of the highest orbital between neighbouring geometries had magnitude 0.913, near the model's \(\cos(\pi/8)=0.924\). The product of the eight signs was \(-1\).

The orbital splitting ranged from 0.112 to 0.119 eV around the loop, so it is nearly isotropic. At \(\alpha=0\), halving \(a\) reduced it from 0.119 to 0.059 eV, close to linear. The calculation uses orbitals of the neutral molecule and omits electron correlation and the orbitals' response to the hole. The size of the splitting is not converged in basis: 6-31G gives 0.069 to 0.074 eV around the loop and cc-pVDZ gives 0.069 eV at \(\alpha=0\), about 40% lower, while the sign, the near isotropy and the near linearity persist in 6-31G. The calculation tests the coupling pattern and the sign, not the depth of the trough.

**Q.** A wavefunction that changes sign on returning to the same geometry is not acceptable.

**A.** The complete wavefunction does not. Write it as \(\Psi=\chi(\rho,\varphi)\psi_-(\varphi)\). Since \(\psi_-\) changes sign, the nuclear factor must do so too: \(\chi(\varphi+2\pi)=-\chi(\varphi)\). Its angular part is then \(e^{ij\varphi}\) with \(j=\pm\tfrac12,\pm\tfrac32,\ldots\)

To find the energies, let \(\psi_+=(\cos\frac\varphi2,\sin\frac\varphi2)^T\) be the upper state. Differentiation gives

\[
\partial_\varphi\psi_-=-\tfrac12\psi_+,\qquad
\partial_\varphi\psi_+=\tfrac12\psi_-,\qquad
\partial_\varphi^2\psi_-=-\tfrac14\psi_- .
\]

Therefore

\[
\partial_\varphi^2(\chi\psi_-)=\left(\partial_\varphi^2\chi-\tfrac14\chi\right)\psi_--(\partial_\varphi\chi)\psi_+ .
\]

For a large gap the \(\psi_+\) term is dropped. Now put \(\chi=\rho^{-1/2}u(\rho)e^{ij\varphi}\). The radial derivatives give

\[
\left(\partial_\rho^2+\frac1\rho\partial_\rho\right)\rho^{-1/2}u
=\rho^{-1/2}\left(u''+\frac{u}{4\rho^2}\right).
\]

This \(+\tfrac14\) cancels the electronic \(-\tfrac14\). Completing the square in \(U_-\) leaves

\[
-\frac{\hbar^2}{2M}u''+\left[\frac{\hbar^2j^2}{2M\rho^2}-E_{JT}+\frac K2(\rho-\rho_0)^2\right]u=Eu .
\]

In a deep trough \(\rho\) stays near \(\rho_0\), so the lowest radial state has

\[
E_j\approx-E_{JT}+\tfrac12\hbar\omega+Bj^2,\qquad
B=\frac{\hbar^2}{2M\rho_0^2}=\frac{(\hbar\omega)^2}{4E_{JT}} .
\]

The last form uses \(\rho_0^2=2E_{JT}/K\) and \(K=M\omega^2\). The ground level is the doublet \(j=\pm\frac12\), apart from the spin of the unpaired electron. A periodic \(\chi\) on the same ring would have integer \(j\) and a single lowest state, \(j=0\). The electronic sign is thus visible in the pattern of levels.

**Q.** You dropped the upper surface. Do the half-odd numbers depend on that?

**A.** No. With \(L=-i\partial_\varphi\) and \(\sigma_y=i\sigma_x\sigma_z\), define \(J=L+\sigma_y/2\), in units of \(\hbar\). Then

\[
[L,C]=iF\rho(\sin\varphi\,\sigma_z-\cos\varphi\,\sigma_x),
\]
\[
[\tfrac12\sigma_y,C]=iF\rho(\cos\varphi\,\sigma_x-\sin\varphi\,\sigma_z).
\]

Their sum is zero, and the other terms of \(H\) are rotationally symmetric, so \(J\) is conserved by the full linear model. \(L\) has integer eigenvalues on the two components in the fixed basis, and \(\sigma_y/2\) has \(\pm\frac12\), which makes \(j\) half-odd. Complex conjugation leaves the real \(H\) unchanged and reverses \(J\), so \(j\) and \(-j\) have equal energy.

**Q.** Put in numbers. Is the trough deep enough for your formula?

**A.** Take one effective mode with \(\hbar\omega=0.075\) eV, \(E_{JT}=0.10\) eV and \(M=12\) u. These are round values suggested by the benzene radical cation, but they combine a quantum like that of its softest active mode with a depth like the total over several modes. The level spacings below are therefore not predictions of its spectrum. The mass sets the length scale; at fixed \(\hbar\omega\) and \(E_{JT}\) it does not affect the energies.

The force constant is \(K=M\omega^2=1615\) eV/nm², so

\[
\rho_0=\sqrt{\frac{2(0.10)}{1615}}\ \text{nm}=0.0111\ \text{nm},\qquad
F=K\rho_0=18.0\ \text{eV/nm}.
\]

The gap at the trough is \(4(0.10)=0.40\) eV, and

\[
B=\frac{(0.075)^2}{4(0.10)}\ \text{eV}=0.0141\ \text{eV}.
\]

The deep-trough formula gives

\[
E_{1/2}\approx-0.100+0.0375+0.0035=-0.0590\ \text{eV},
\]
\[
E_{3/2}\approx-0.100+0.0375+0.0316=-0.0309\ \text{eV}.
\]

Diagonalizing the full two-surface Hamiltonian gives \(-0.0554\) and \(-0.0266\) eV. The formula is too low by about 4 meV in each case. The trough is not deep: the radial zero-point energy is 0.0375 eV, and the estimated rms radial spread, 0.0048 nm, is over 40% of the radius. The hole state is a broad ring rather than a thin one.

**Q.** Yet the spacing looks good: 0.0289 eV against \(2B=0.0281\) eV.

**A.** The two errors largely cancel in the difference, so that agreement does not establish the deep limit. Let \(D=E_{JT}/\hbar\omega\), which is 1.33 here. The full spacing exceeds \(2B\) by 3% at this \(D\), by 14.5% at \(D=5\), and by 7.6% at \(D=10\).

The decrease between the last two follows from the radial spread. With \(x=\rho-\rho_0\) and \(\langle x\rangle=0\),

\[
\left\langle\frac{\rho_0^2}{\rho^2}\right\rangle
\approx1+\frac{3\langle x^2\rangle}{\rho_0^2}
=1+\frac{3}{4D},
\]

because \(\langle x^2\rangle=\hbar/(2M\omega)\) and \(\rho_0^2=2D\hbar/(M\omega)\). This predicts excesses of 15% and 7.5% at \(D=5\) and 10. At \(D=1.33\) it would predict 56%, so the expansion is of no use there and the full levels should be used.

**Q.** How much energy does the hole give to its surroundings? Simply \(E_{JT}\)?

**A.** That is the classical answer, from the centre to the trough. For the quantum answer, assume that the neutral molecule has the same mode frequency and starts in its vibrational ground state. The mean of \(Q_x\) and \(Q_y\) is then zero, so the coupling contributes nothing to the mean energy just after ionization. What remains is the zero-point energy of two oscillators, \(\hbar\omega=0.075\) eV.

If a cold bath brings the ion to its vibronic ground level, the mean release is

\[
0.075-(-0.0554)=0.130\ \text{eV}.
\]

It exceeds \(E_{JT}\) because the zero-point contribution falls when one of the two vibrations becomes slow motion around the ring. At 300 K, \(k_BT=0.026\) eV is close to the first spacing, so excited levels are also occupied and 0.130 eV is a low-temperature value. Other modes displaced by ionization would add their own relaxation energy.

**Q.** A perfectly level circle seems fragile. What does the next power of \(Q\) do?

**A.** With threefold symmetry, the quadratic coupling is

\[
G\left[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x\right].
\]

Adding its coefficients to the linear ones and squaring gives the lower surface

\[
U_-=\tfrac12K\rho^2-\rho\sqrt{F^2+2FG\rho\cos3\varphi+G^2\rho^2}.
\]

For \(G>0\), the valleys lie at \(\cos3\varphi=1\) and the saddles at \(\cos3\varphi=-1\). There the root is \(F\pm G\rho\), and minimizing over \(\rho\) gives \(-F^2/[2(K\mp2G)]\). With \(\kappa=|G|/K<\frac12\) and \(F^2=2KE_{JT}\), the barrier between valleys is

\[
\Delta=\frac{F^2}{2}\left(\frac1{K-2G}-\frac1{K+2G}\right)
=\frac{4\kappa E_{JT}}{1-4\kappa^2}.
\]

For negative \(G\), valleys and saddles exchange places. A trial value \(\kappa=0.01\) gives \(\Delta=0.004\) eV, small beside both \(k_BT\) and the first spacing.

The sign change survives this warping on the trough. Three further degeneracies lie at \(\rho=F/|G|=\rho_0/\kappa\). A circle beyond them encloses four, and there the quadratic term makes the coupling direction turn twice backwards. The half-angle state turns once and returns with its original sign. The sign therefore records what the loop encloses, not whether the valley is level.

**Q.** Spin-orbit coupling would remove the central degeneracy altogether. Is the sign then lost?

**A.** Strictly, yes: the state becomes complex, and a phase replaces the sign. For one spin direction add \(\frac\lambda2\sigma_y\), which splits the pair by \(\lambda>0\) at the centre. Since \(\sigma_y\psi_-=-i\psi_+\), the lower state has the form \(v=a\psi_-+ib\psi_+\) with real, constant \(a,b\). The two-by-two problem has diagonal energies \(\pm F\rho\) and coupling strength \(\lambda/2\), so

\[
2ab=\frac{\lambda}{\sqrt{\lambda^2+(2F\rho)^2}} .
\]

The derivatives above give \(\langle v|\partial_\varphi v\rangle=iab\). Adding the \(\pi\) from the sign change of \(v\) to \(i\oint\langle v|\partial_\varphi v\rangle d\varphi=-2\pi ab\) yields the geometric phase

\[
\pi\left[1-\frac{\lambda}{\sqrt{\lambda^2+(2F\rho)^2}}\right].
\]

For a trial \(\lambda=0.001\) eV it is \(0.9975\pi\) at the trough, so the real-state description remains good at that splitting.

**Q.** Resist rings carry substituents. Are their orbitals degenerate to begin with?

**A.** In general they are not, and this is the most serious limit found here. Represent the initial splitting \(S>0\) by \(\frac S2\sigma_z\). Along \(Q_y=0\) the lower surface is

\[
U_-=\tfrac12KQ_x^2-\left|FQ_x+\tfrac S2\right|.
\]

Its minimum is at \(Q_x=\rho_0\), with energy \(-E_{JT}-S/2\). On the other side of the displaced degeneracy, \(Q_x=-S/(2F)\), there is a stationary point at \(-\rho_0\) with energy \(-E_{JT}+S/2\). It exists if

\[
\rho_0>\frac{S}{2F}\quad\Longleftrightarrow\quad S<2F\rho_0=4E_{JT}.
\]

Its curvature along \(Q_y\) is \(K-F^2/(F\rho_0-S/2)\), which is negative because \(F^2=KF\rho_0\). It is a saddle, higher than the minimum by \(S\). A nearly even spread around the ring thus needs \(S\) small compared with \(k_BT\), at room temperature a much stricter condition than \(S<4E_{JT}\). An \(S\) far below the level spacing is not enough in the cold: it mixes the degenerate states \(j=\pm\frac12\), and the lower mixture favours the side of the minimum.

For phenol, the simplest model of a hydroxystyrene ring, a restricted Hartree-Fock calculation in the 6-31G basis and an idealized geometry puts the two highest filled orbitals 0.77 eV apart (0.79 eV in cc-pVDZ, 1.10 eV in the minimal STO-3G basis). This omits correlation and relaxation of the ion, so it sizes the effect rather than giving a measured splitting. With the example's other parameters held fixed, it is well above the limit of 0.40 eV. The degeneracy then lies at

\[
\frac{0.77}{2(18.0)}\ \text{nm}=0.021\ \text{nm},
\]

outside the circle of radius 0.011 nm. A real state carried around that circle returns with its original sign.

**Q.** So what may I use for a real resist?

**A.** The circular trough is a first model for an isolated ring whose symmetry is intact, such as the benzene cation. The real cation has several active modes, and the single-mode numbers above are rough. For a hydroxyl-substituted ring, the model has only one minimum, as it does for any \(S>0\). A splitting as large as the phenol estimate, with the coupling unchanged, also removes the saddle on the far side. The drop from the undistorted geometry to the minimum on the lower surface is still \(E_{JT}\) in this model, since both energies shift by \(-S/2\). With \(F\) and \(K\) unchanged, the classical relaxation depth therefore survives, while the free angle and the sign change on the original circle do not. The quantum release does change: at \(S=0.77\) eV the full model gives 0.107 eV instead of 0.130 eV. A substituent can also change \(F\), so the depth for a real resist ring needs its own calculation. A polymer environment can add further strain, which has not been calculated here.

## Computed values

```
Vibrational quantum hw: 0.075 eV
Trough depth E_JT: 0.100 eV
Effective mass: 12.0 u
Temperature: 300 K
Force constant K: 1614.8 eV/nm^2
Linear coupling F: 17.971 eV/nm
Trough radius: 0.01113 nm
Vertical gap at trough: 0.400 eV
Vibration period: 55.1 fs
Depth ratio D = E_JT/hw: 1.3333 (no unit)
Loop sign, model hole: -1 (no unit)
Loop sign, three electrons: -1 (no unit)
Loop sign, four electrons: 1 (no unit)
Rotor constant B: 0.01406 eV
Trough formula, j=1/2 level: -0.05898 eV
Full ground level, j=1/2: -0.05543 eV
Trough formula, j=3/2 level: -0.03086 eV
Full next level, j=3/2: -0.02656 eV
Trough formula, first spacing 2B: 0.02812 eV
Full first spacing: 0.02887 eV
Spacing ratio full/2B at D=5: 1.1452 (no unit)
Spacing ratio full/2B at D=10: 1.0763 (no unit)
Mean vertical energy, full model: 0.07500 eV
Mean energy released: 0.13043 eV
Thermal energy kT: 0.02585 eV
Radial zero-point energy hw/2: 0.0375 eV
Radial zero-point rms spread: 0.00482 nm
Trial quadratic ratio G/K: 0.010 (no unit)
Quadratic barrier: 0.00400 eV
Trial spin-orbit splitting: 0.0010 eV
Geometric phase with it: 0.99750 pi rad
Strain limit 4 E_JT: 0.400 eV
Benzene orbital splitting, RHF/6-31G: 0.0000 eV
Phenol orbital splitting, RHF/6-31G: 0.771 eV
Benzene loop amplitude: 0.0020 nm
Benzene loop splitting, smallest: 0.1119 eV
Benzene loop splitting, largest: 0.1190 eV
Benzene splitting at half amplitude: 0.0586 eV
Benzene splitting at full amplitude: 0.1190 eV
Benzene smallest step overlap: 0.9133 (no unit)
Loop sign, benzene top orbital: -1 (no unit)
```
